\section*{Do transmission peaks of hole arrays prove surface plasmons?}

\section{The argument under review}

The manuscript reports a strong transmission peak through a metal film with a square array of small holes. It argues as follows. The holes are too narrow to carry a propagating mode, yet at the peak the film transmits more light than falls on the open area. The peak lies just above the wavelength at which a diffraction order grazes the surface, so a surface wave must collect the light and feed it to the holes. The surface wave of a metal is the surface plasmon. Hence the metal supports plasmons.

The first steps are reasonable. The last one assumes that a surface wave on a perforated metal must already exist on the flat metal. This can be examined by replacing the metal with a perfect conductor, which has no penetrating field and no permittivity, and hence no plasmon. Does the peak survive, and if so, what carries it?

\section{The model}

Let the period be $d$, the side of the square holes $a$ and the film thickness $h$, with vacuum in the holes and on both sides. The array is infinite. Light of wavelength $\lambda=2\pi/k$ arrives along $z$ with its electric field along $x$. The time factor is $e^{-i\omega t}$, and magnetic fields are multiplied by the vacuum impedance $Z_0$. I take $\lambda>d>2a$. Every diffraction order except the zeroth then has a transverse wave number of at least $2\pi/d>k$ and is evanescent, and so is every hole mode.

On a flat perfect conductor, a transverse-magnetic (TM) wave decaying as $e^{-\kappa_0|z|}$ has a tangential electric field proportional to $(\kappa_0/k)$ times its magnetic field. The wall requires this field to vanish, so $\kappa_0=0$: the wave is not bound. A transverse-electric (TE) wave has a purely tangential electric field and vanishes altogether. Any binding must therefore come from the holes.

Keep first the fundamental hole mode, centred on the hole,
\begin{equation}
\mathbf u=\hat{\mathbf x}\,\frac{\sqrt2}{a}\cos\frac{\pi y}{a},\qquad
\kappa=\sqrt{(\pi/a)^2-k^2},\qquad \eta=\frac{\kappa}{k}.
\end{equation}
It is normalised, since $(2/a^2)\,a\,(a/2)=1$, and decays as $e^{-\kappa z}$. Plane waves are normalised over a cell by $1/d$. The overlap of the zero order with the mode is
\begin{equation}
S_0=\frac{\sqrt2}{ad}\;a\;\frac{2a}{\pi},\qquad
g\equiv S_0^2=\frac{8a^2}{\pi^2d^2}.
\end{equation}

Write $\mathbf h=\mathbf H\times\hat{\mathbf z}$. A plane wave travelling towards $+z$ has $\mathbf h=Y\mathbf E_t$, with $Y=k/k_z$ for TM and $Y=k_z/k$ for TE. Let $E_1$ and $E_2$ be the mode amplitudes at the front and back faces. Since $\mathbf E_t=0$ on the metal, order $\sigma$ has total electric amplitude $S_\sigma E_1$ at the front, where $S_\sigma$ is its overlap. The reflected part is $S_\sigma E_1-\delta_{\sigma0}$ and carries the opposite sign in $\mathbf h$. The front amplitude of $\mathbf h$ is thus $2\delta_{\sigma0}-Y_\sigma S_\sigma E_1$. Continuity of $\mathbf h$ across the openings, projected on $\mathbf u$, gives
\begin{equation}
2S_0-GE_1=h_1,\qquad GE_2=h_2,\qquad G=\sum_\sigma Y_\sigma|S_\sigma|^2 .
\end{equation}
Inside the hole,
\begin{equation}
E(z)=\frac{E_1\sinh\kappa(h-z)+E_2\sinh\kappa z}{\sinh\kappa h},
\qquad h(z)=\frac{1}{ik}\frac{dE}{dz}.
\end{equation}
With $\nu=\eta/\sinh\kappa h$, evaluation at the two ends gives $h_1=i\eta\coth(\kappa h)E_1-i\nu E_2$ and $h_2=i\nu E_1-i\eta\coth(\kappa h)E_2$. Hence
\begin{align}
[G+i\eta\coth\kappa h]E_1-i\nu E_2&=2S_0,\\
[G+i\eta\coth\kappa h]E_2-i\nu E_1&=0 .
\end{align}
The zero order contributes the real part $g$ to $G$, and the closed orders contribute an imaginary part, so $G=g+ib$. Adding and subtracting the equations, and using $\coth x\mp1/\sinh x=\tanh(x/2)$ or $\coth(x/2)$ for the upper or lower sign, gives
\begin{equation}
E_1+E_2=\frac{2S_0}{g+iA},\qquad E_1-E_2=\frac{2S_0}{g+iC},
\end{equation}
\begin{equation}
A=b+\eta\tanh\frac{\kappa h}{2},\qquad C=b+\eta\coth\frac{\kappa h}{2}.
\end{equation}
These are the responses even and odd about the midplane.

\section{When the film transmits fully}

The transmitted zero-order amplitude is $t=S_0E_2$. Since $C-A=2\nu$,
\begin{equation}
t=g\left[\frac1{g+iA}-\frac1{g+iC}\right]
=\frac{2i\nu g}{(g+iA)(g+iC)} .
\end{equation}
The identity $(g^2+A^2)(g^2+C^2)=(g^2+AC)^2+g^2(C-A)^2$ then gives
\begin{equation}
T=|t|^2=\frac{4g^2\nu^2}{4g^2\nu^2+(g^2+AC)^2}.
\end{equation}
Thus $T=1$ when $AC=-g^2$. Because $\tanh(x/2)+\coth(x/2)=2\coth x$,
\begin{equation}
AC=b^2+2b\eta\coth\kappa h+\eta^2=(b+\eta\coth\kappa h)^2-\nu^2 ,
\end{equation}
and the condition becomes
\begin{equation}
b=-\eta\coth\kappa h\pm\sqrt{\nu^2-g^2}.
\label{eq:full}
\end{equation}

The lattice supplies the required negative $b$. A closed order has $k_z=i\kappa_\sigma$, so a TM order adds $-k/\kappa_\sigma$ times its squared overlap to $b$, while a TE order adds $+\kappa_\sigma/k$ times its own. The orders $(\pm1,0)$ have their wave vector along the electric field and are TM. Separating them,
\begin{equation}
b=b'-2S_1^2\frac{k}{\kappa_1},\qquad
\frac{\kappa_1}{k}=\sqrt{\frac{\lambda^2}{d^2}-1},\qquad
S_1^2=g\left[\frac{\sin(\pi a/d)}{\pi a/d}\right]^2 .
\end{equation}
As $\lambda$ falls to $d$, $\kappa_1\to0$ and $b\to-\infty$. At long wavelengths the TE terms and $\eta$ grow in proportion to $\lambda$ while the TM terms fade, so $b+\eta\coth\kappa h\mp\sqrt{\nu^2-g^2}$ becomes positive. Both signs in \eqref{eq:full} therefore have a solution if $\nu\ge g$ throughout.

A sufficient condition follows from $\nu=\kappa/(k\sinh\kappa h)$. The ratio $\kappa/\sinh\kappa h$ falls with $\kappa$, and $\kappa<\pi/a$, while $1/k>d/2\pi$. Hence
\begin{equation}
\nu>\frac{d}{2a\sinh(\pi h/a)},
\end{equation}
and it suffices that the right side is at least $g$. Within the one-mode model, a sufficiently thin perforated perfect conductor thus has at least two wavelengths of full transmission.

In a thick film $\nu<g$ and the square root is imaginary. If $\nu$ varies little across the line, the maximum lies at $b=-\eta\coth\kappa h$, where $AC=-\nu^2$ and
\begin{equation}
T_{\max}\simeq\frac{4g^2\nu^2}{(g^2+\nu^2)^2}<1 .
\end{equation}
The two peaks have merged into one that weakens with thickness.

\section{The surface wave made by the holes}

The manuscript is right to look for a surface wave. Give the field a transverse wave number $k_x$ with $k<k_x<2\pi/d-k$, so that every order is closed, and remove the incident wave. An even field can exist without a source if $G+i\eta\tanh(\kappa h/2)=0$. Separating the zero order, now TM with decay constant $\kappa_0=\sqrt{k_x^2-k^2}$ and overlap $S$, gives
\begin{equation}
i\left[b'-S^2\frac{k}{\kappa_0}+\eta\tanh\frac{\kappa h}{2}\right]=0
\;\Longrightarrow\;
\frac{\kappa_0}{k}=\frac{S^2}{b'+\eta\tanh(\kappa h/2)},
\label{eq:bound}
\end{equation}
where $b'$ collects the other orders. If the denominator is positive, the wave is bound, although the metal admits no field.

Small holes bind weakly. For fixed $h/a$, $S^2$ scales as $a^2$ and $\eta$ as $1/a$. The TE sum in $b'$ also scales as $1/a$: it has about $(d/a)^2$ terms, each of order $a^2/d^2$ times $1/(ka)$. Hence $\kappa_0\propto a^3$, and the wave is lost as the holes close.

At normal incidence the orders $(\pm1,0)$ take the part of the bound wave. The even condition $A=0$ reads
\begin{equation}
\frac{\kappa_1}{k}=\frac{2S_1^2}{b'+\eta\tanh(\kappa h/2)},
\end{equation}
which has the form of \eqref{eq:bound}. The odd condition $C=0$ has $\coth$ in place of $\tanh$. The open zero order now lets the wave leak and lets incident light excite it. Since $A=0$ and $C=0$ mean $b=-\eta\coth\kappa h\pm\nu$, comparison with \eqref{eq:full} shows that for $g\ll\nu$ the peaks lie close to these surface modes. For small holes the shift is $\lambda/d-1\simeq\frac12(\kappa_1/k)^2\propto a^6$, so the peak moves towards $\lambda=d$. Its position near a grazing order is thus no evidence for plasmons.

\section{A worked case}

Take $d=1100$, $a=500$ and $h=200\,\mu$m. Then $g=8(500/1100)^2/\pi^2=0.167$, and the sufficient bound is $1100/(1000\sinh1.257)=0.68$, so both peaks exist. A numerical root search of \eqref{eq:full}, with diffraction orders summed to $\pm20$ in each direction, puts them at 1103.5 and $1153\,\mu$m.

At the longer wavelength $\eta=0.574$, $\kappa h=0.626$ and $\nu=0.860$. The condition asks for
\begin{equation}
b=-\frac{0.574}{\tanh0.626}+\sqrt{0.860^2-0.167^2}=-1.03+0.84=-0.19 .
\end{equation}
Here $\kappa_1/k=\sqrt{(1153/1100)^2-1}=0.314$ and $2S_1^2=0.161$, so the two nearly grazing orders supply $-0.161/0.314=-0.51$. The remaining orders supply about $+0.32$.

One mode does not satisfy the boundary conditions in full. I therefore solved the same matching equations with 28 hole modes of the required symmetry. The peaks move to 1101.8 and $1146\,\mu$m, and $T=1.000$ at the latter. One mode thus overestimates the main shift from $d$ by about 15\,\%, 53 instead of $46\,\mu$m.

The open area is $(500/1100)^2=0.207$ of the cell, so the peak passes 4.8 times the power that falls on the openings. At $\lambda=1.5d$, $T$ is below 0.01.

Two further calculations identify the carrier. With the open order deleted from the 28-mode equations, the surface modes lie at 1101.8 and $1149\,\mu$m, beside the two peaks. If instead the orders $(\pm1,0)$ are deleted, the largest $T$ found between $1.001d$ and $1.4d$ is 0.15. No real film lacks these orders; the deletion shows what they do in the equations.

Maxwell's equations can also be stepped in time on a grid, without modes or diffraction orders and with $\mathbf E=0$ imposed on the metal. With $50\,\mu$m cells, ten across a hole, and a pulse normalised to a run without the film, the main peak appears at $1146\,\mu$m with $T=1.005$. The excess over one is numerical error, and agreement to a micrometre is closer than such a coarse grid warrants.

Outside the light cone, at $k_x=0.8\pi/d$, light in vacuum has $\lambda=2750\,\mu$m. The many-mode form of \eqref{eq:bound}, with 52 modes because oblique waves have less symmetry, puts the film's even bound wave at $2752\,\mu$m, with $\kappa_0/k=0.038$. Its field extends $1/\kappa_0\approx11.5$\,mm from the surface, so it is loosely bound.

For very deep holes $\tanh(\kappa h/2)\to1$. If one also drops $b'$ and sets $S^2=g$, \eqref{eq:bound} becomes the simple effective-medium result $\kappa_0/k=gk/\kappa$. At the same $k_x$ it gives 0.065, whereas a many-mode calculation for holes 5\,mm deep gives 0.022. The simple formula has the right kind of wave but nearly three times the binding. Halving the hole side reduces the many-mode value by a factor of about 9, near the factor of 8 of the small-hole law.

Thickness matters as derived. With $\eta$ and $\kappa$ held at their values at $1153\,\mu$m, $\nu=g$ at $h=\kappa^{-1}\operatorname{arsinh}(\eta/g)=622\,\mu$m. The line moves towards $d$ as the film thickens, which lowers $\kappa$; evaluated at the shifted line, the one-mode condition gives about $640\,\mu$m. For $h=1000\,\mu$m the maximum is 0.39 with one mode and 0.37 with 28.

\section{Real metal and lithography}

The main peak lies at 262\,GHz, where good metals come close to the model. Consider a free-standing plate coated with iridium, of rough room-temperature resistivity $\rho=5\,\mu\Omega$\,cm. The skin depth $\sqrt{2\rho/\omega\mu_0}$ is $0.22\,\mu$m, so a coating of one or two micrometres hides what lies beneath. The surface resistance is $R_s=\rho/\delta=6.0\times10^{-4}Z_0$, with $\delta$ the skin depth. To first order, the absorbed fraction is $R_s/Z_0$ times the integral of $|\mathbf H_t|^2$ over the metal of one cell, divided by $d^2$ times the squared incident field. With many-mode fields on the faces and the fundamental mode on the hole walls, this gives 2.7\,\% at the main peak. The magnetic field is singular at sharp hole edges, so the integral converges slowly: with more modes, on the walls too, the estimate reaches 3.3\,\% with a few hundred modes and extrapolates to between 3.4 and 3.6\,\%, depending on the convergence rate assumed. The narrow peak is more sensitive. There the orders $(\pm1,0)$ have about four times the magnetic amplitude, and the same first-order estimate gives about 15\,\% for the faces alone (13\,\% when the surface impedance of the faces is included to all orders), so the perfect conductor is a poorer guide.

Flat iridium also carries a wave that decays away from the surface, because its conductivity is finite. Matching the fields at a metal of permittivity $\varepsilon$ requires $\kappa_m=-\varepsilon\kappa_0$, where $\kappa_m^2=k_x^2-\varepsilon k^2$ belongs to the metal. Substituting $k_x^2=\kappa_0^2+k^2$ gives $\kappa_0^2(\varepsilon^2-1)=k^2(1-\varepsilon)$, or
\begin{equation}
\kappa_0^2=-\frac{k^2}{1+\varepsilon}.
\end{equation}
With $\varepsilon=1+i/(\rho\varepsilon_0\omega)$ at the frequency of the bound wave above, the real part of $\kappa_0/k$ is $3.9\times10^{-4}$, about a hundred times less than the holes provide.

The finite size of a real array also matters. Twice the long-wavelength half width of the main peak gives a quality factor of $Q\approx20$. For a simple resonance the stored energy then decays in roughly $Q/2\pi$, or three to four, cycles, during which it travels no more than a few wavelengths. An array many times wider should therefore approach the infinite one at this peak, provided the beam is well collimated. A tilt $\theta$ along the electric field moves one grazing wavelength to $d(1+\sin\theta)$, which reaches the peak at only $2.4^\circ$.

For near-field patterning, the magnetic field of each order $(\pm1,0)$ at the exit face is 2.1 times the incident one. With vacuum behind the film, this periodic part decays over $1/\kappa_1\approx620\,\mu$m in amplitude. In a thick recording layer of refractive index above $\lambda/d\approx1.04$, which includes ordinary resists, these orders propagate instead, so the figures do not carry over.

A perfect conductor has no length of its own, so the pattern can be scaled. A peak at 365\,nm would need $d=350$, $a=159$ and $h=64$\,nm. There the model is no longer safe. A lossless model metal with the round value $\varepsilon=-5$ has $\kappa_0/k=0.5$ when flat, a strongly bound plasmon. Its field enters the metal to $1/\kappa_m=365/(2\pi\times2.5)\approx23$\,nm, not small beside the film thickness. A mask on glass is also asymmetric, so the condition for full transmission derived here does not apply to it. The perfect-conductor spectrum is then a reference for comparison, not a design.

\section{What the authors may conclude}

The peak supports the claim that a surface resonance feeds the holes. It does not show that the flat metal has a plasmon, since the same signature arises where none can exist. Nor does this analysis exclude plasmons in the authors' film. To attribute the peak to them, the authors should give the permittivity of their metal at the peak, compare the flat-surface binding with that due to the holes, and compute the spectrum of the same geometry with a perfect conductor. The difference between that spectrum and the measured one, once substrate and array size are accounted for, is where the metal's own response, including its absorption, can be sought.
